# Young's Modulus of a Cubic Crystal Along Any Direction

**Q.** A cube looks the same along its three axes. Why should a cubic crystal not have one Young's modulus, just as it has one coefficient of thermal expansion?

**A.** The two properties are tensors of different rank. Thermal expansion is a symmetric second-rank tensor \(\alpha_{ij}\). A half-turn about a cube axis reverses the other two axes, so the three half-turns force every off-diagonal component to vanish. A third of a turn about a body diagonal permutes the axes, so the three diagonal components are equal. What remains is \(\alpha\,\delta_{ij}\), which is the same in all directions.

Elastic compliance connects strain to stress, two second-rank tensors, and therefore has four indices:
\[
\varepsilon_{ij}=S_{ijkl}\,\sigma_{kl},
\]
with repeated indices summed from 1 to 3. The same rotations leave more freedom in such an object. Whether that freedom reaches Young's modulus has to be worked out.

**Q.** Then define the modulus first. What is held fixed when you pull along an oblique direction?

**A.** The stress is uniaxial and the sides are free. Let \(\mathbf n\) be a unit vector with components \(n_1,n_2,n_3\) along the cube axes. A tension \(\sigma\) along \(\mathbf n\) is the stress tensor \(\sigma_{kl}=\sigma n_kn_l\): it gives the traction \(\sigma\mathbf n\) on a plane normal to \(\mathbf n\), and none on a plane containing \(\mathbf n\). The longitudinal strain is \(n_i\varepsilon_{ij}n_j\). Young's modulus is stress divided by this strain, so
\[
\frac1{E(\mathbf n)}=\frac{n_i\varepsilon_{ij}n_j}{\sigma}=S_{ijkl}\,n_in_jn_kn_l .
\]
This is also the rotated compliance component \(S'_{1111}\). Under a rotation \(R\), \(S'_{1111}=R_{1i}R_{1j}R_{1k}R_{1l}S_{ijkl}\), and the first row of \(R\) is the new first axis, \(\mathbf n\). I assume small strains and a linear, homogeneous crystal.

**Q.** There are 81 components in that sum. How many survive?

**A.** Twenty-one, with three independent values. A half-turn about axis 1 reverses axes 2 and 3, so a component changes sign if the indices 2 and 3 together occur an odd number of times. Such a component must be zero. The other half-turns give the same condition for the other pairs. The numbers of 1s, 2s and 3s must therefore be all even or all odd. They add up to four, and three odd numbers have an odd sum, so all are even.

The survivors have the patterns \(iiii\), \(iijj\) and \(ijij\), the last with its rearrangements under \(S_{ijkl}=S_{jikl}=S_{ijlk}=S_{klij}\). The body-diagonal rotation makes all members of one pattern equal. In the usual notation
\[
S_{1111}=s_{11},\qquad S_{1122}=s_{12},\qquad S_{1212}=\frac{s_{44}}4 .
\]

**Q.** Where does that quarter come from? A wrong factor there would spoil the result.

**A.** It comes from the definition of shear strain. Apply \(\sigma_{12}=\sigma_{21}=\tau\). Two terms of the sum contribute:
\[
\varepsilon_{12}=S_{1212}\tau+S_{1221}\tau=2S_{1212}\tau .
\]
The constant \(s_{44}\) is defined with the engineering shear strain \(\gamma=2\varepsilon_{12}\), through \(\gamma=s_{44}\tau\). Hence \(4S_{1212}=s_{44}\).

**Q.** Now carry out the sum.

**A.** Define
\[
q=n_1^2n_2^2+n_2^2n_3^2+n_3^2n_1^2 .
\]
The three terms of type \(iiii\) give \(s_{11}(n_1^4+n_2^4+n_3^4)\). The six of type \(iijj\) contain each pair of axes twice and give \(2s_{12}q\). The twelve shear terms contain each pair four times, as \(ijij\), \(ijji\), \(jiij\) and \(jiji\), and give \(4(s_{44}/4)q=s_{44}q\). Squaring \(n_1^2+n_2^2+n_3^2=1\) gives \(n_1^4+n_2^4+n_3^4=1-2q\). Therefore
\[
\frac1E=s_{11}(1-2q)+(2s_{12}+s_{44})q,
\]
which rearranges to
\[
\boxed{\frac1{E(\mathbf n)}=s_{11}-2Jq,\qquad J=s_{11}-s_{12}-\frac{s_{44}}2 .}
\]
The direction enters through the single number \(q\).

**Q.** You still have to find the extremes. Symmetry makes the cube axes and body diagonals special, but a special direction need not be an extreme.

**A.** It need not, so let us bound \(q\) over the whole sphere. Put \(x_i=n_i^2\), so that \(x_i\ge0\) and \(x_1+x_2+x_3=1\). Each term of \(q=x_1x_2+x_2x_3+x_3x_1\) is non-negative, hence \(q\ge0\). Equality requires every product to vanish, so just one \(x_i\) is nonzero: \(\mathbf n\) lies along a cube axis.

For the upper bound, expand the squares and use \(\sum x_i^2=1-2q\):
\[
\begin{aligned}
(x_1-x_2)^2+(x_2-x_3)^2+(x_3-x_1)^2
&=2\sum_i x_i^2-2q\\
&=2(1-2q)-2q=2-6q .
\end{aligned}
\]
Division by 6 gives
\[
\frac13-q=\frac{(x_1-x_2)^2+(x_2-x_3)^2+(x_3-x_1)^2}{6}\ge0 .
\]
Equality requires \(x_1=x_2=x_3=1/3\), which is a body diagonal. Thus \(0\le q\le1/3\).

Since \(1/E\) is linear in \(q\), its extremes lie at these two ends if \(J\ne0\). For \(J>0\) the body diagonals are stiffest and the cube axes softest. For \(J<0\) the order is reversed. For \(J=0\) the modulus is the same everywhere, and no direction is singled out.

**Q.** You passed from \(1/E\) to \(E\). That reverses the order safely only if \(1/E\) stays positive.

**A.** Elastic stability ensures that. To see it, relate the compliances to the stiffnesses \(C_{11},C_{12},C_{44}\). For normal stresses along the cube axes,
\[
\sigma_1=C_{11}\varepsilon_1+C_{12}(\varepsilon_2+\varepsilon_3),
\]
and cyclically. Subtracting two such equations gives \(\sigma_1-\sigma_2=(C_{11}-C_{12})(\varepsilon_1-\varepsilon_2)\). Adding all three gives \(\sum\sigma_i=(C_{11}+2C_{12})\sum\varepsilon_i\). The compliance equations have the same form with stress and strain exchanged, so
\[
s_{11}-s_{12}=\frac1{C_{11}-C_{12}},\qquad
s_{11}+2s_{12}=\frac1{C_{11}+2C_{12}},\qquad
s_{44}=\frac1{C_{44}} .
\]
At \(q=0\), \(1/E=s_{11}\). Twice the first relation plus the second is \(3s_{11}\), so
\[
\frac1{E_{100}}=\frac13\left[\frac1{C_{11}+2C_{12}}+\frac2{C_{11}-C_{12}}\right].
\]
At \(q=1/3\), \(1/E=s_{11}-2J/3=(s_{11}+2s_{12}+s_{44})/3\), so
\[
\frac1{E_{111}}=\frac13\left[\frac1{C_{11}+2C_{12}}+\frac1{C_{44}}\right].
\]
A stable crystal has \(C_{11}+2C_{12}>0\), \(C_{11}-C_{12}>0\) and \(C_{44}>0\), because each multiplies the square of an independent strain in the elastic energy. Both end values are then positive, and so is every value between them.

**Q.** Do those two expressions explain why one direction is stiffer?

**A.** Yes. Both pulls change the volume, and this costs the same in each: the term with \(C_{11}+2C_{12}\). They differ in the change of shape. A pull along a cube axis stretches one cube edge relative to the others, resisted by \(C_{11}-C_{12}\). A pull along a body diagonal treats the three edges alike and changes the angles between them, resisted by \(C_{44}\). The last terms in the two brackets show what to compare: \((C_{11}-C_{12})/2\) for the cube axis and \(C_{44}\) for the body diagonal. The direction with the larger of these is the stiffer one.

The comparison is made by the Zener ratio \(A=2C_{44}/(C_{11}-C_{12})\):
\[
J=\frac1{C_{11}-C_{12}}-\frac1{2C_{44}}=\frac{A-1}{2C_{44}} .
\]
So \(J\) has the sign of \(A-1\), and \(A=1\) is the isotropic case.

**Q.** What about the face diagonals? They are symmetry directions too.

**A.** They are stationary, but they are saddles. To find all stationary directions, make \(\sum n_i^4=1-2q\) stationary under the constraint \(\sum n_i^2=1\). With a multiplier \(\mu\),
\[
4n_i^3-2\mu n_i=0,
\]
so each component is either zero or has \(n_i^2=\mu/2\). All nonzero components have equal magnitude. One nonzero component gives 6 axis directions, two give 12 face-diagonal directions and three give 8 body-diagonal directions, opposite senses being counted separately.

At \([110]\), \(q=1/4\). Turn by a small angle \(\delta\) within the cube face, towards a cube axis. With \(\phi\) measured from \([100]\), \(q=\cos^2\phi\sin^2\phi=\tfrac14\sin^22\phi\), and \(\phi=45^\circ+\delta\) gives
\[
q=\tfrac14\cos^22\delta\simeq\tfrac14-\delta^2 .
\]
Turn instead towards \([111]\), with \(\mathbf n=(\cos\delta/\sqrt2,\cos\delta/\sqrt2,\sin\delta)\):
\[
q=\tfrac14\cos^4\delta+\sin^2\delta\cos^2\delta\simeq\tfrac14+\tfrac12\delta^2 .
\]
One turn lowers \(q\) and the other raises it.

**Q.** Yet I have seen a face diagonal used as the stiffest direction of a wafer.

**A.** That can be right within a restricted plane. In a \((001)\) wafer, \(n_3=0\) and \(q=\tfrac14\sin^22\phi\) runs from 0 to \(1/4\). The body diagonals are out of reach, so for \(J>0\) the face diagonals are the stiffest directions in the plane.

A \((111)\) wafer behaves differently. Its in-plane directions satisfy \(n_1+n_2+n_3=0\). Squaring this gives \(n_1n_2+n_2n_3+n_3n_1=-\tfrac12\). Squaring again,
\[
\tfrac14=q+2n_1n_2n_3(n_1+n_2+n_3)=q .
\]
Young's modulus is constant in that plane, although the crystal is not isotropic.

**Q.** If I pull along a direction that is not stationary, does anything else happen besides a different stretch?

**A.** The crystal also shears. Let \(\mathbf t\) be a unit vector perpendicular to \(\mathbf n\), and turn \(\mathbf n\) towards \(\mathbf t\) by an angle \(\theta\). At the start \(d\mathbf n/d\theta=\mathbf t\). Differentiating \(S_{ijkl}n_in_jn_kn_l\) gives four terms, equal by the index symmetries of \(S\):
\[
\frac{d}{d\theta}\frac1E=4S_{ijkl}\,t_in_jn_kn_l=\frac{4\varepsilon_{nt}}{\sigma},
\]
where \(\varepsilon_{nt}=t_i\varepsilon_{ij}n_j\). A pull is free of this shear, for every \(\mathbf t\), precisely when its direction is stationary.

**Q.** Give me numbers from a chip. How much does direction matter there?

**A.** Take rounded stiffnesses in the regime of silicon: \(C_{11}=165\), \(C_{12}=65\) and \(C_{44}=80\) GPa. These are rough typical values. In units of 1/TPa, the relations above give
\[
s_{11}=7.797,\quad s_{12}=-2.203,\quad s_{44}=12.500,
\]
\[
J=7.797+2.203-6.250=3.750 .
\]
The Zener ratio is \(A=160/100=1.60\), so the body diagonals should be stiffest. The three moduli follow from \(1/E=7.797-7.500\,q\):

| Direction | \(q\) | \(1/E\) (1/TPa) | \(E\) (GPa) |
|---|---:|---:|---:|
| \([001]\) | 0 | 7.797 | 128.3 |
| \([110]\) | 1/4 | 5.922 | 168.9 |
| \([111]\) | 1/3 | 5.297 | 188.8 |

The largest modulus is 1.47 times the smallest. In a \((001)\) wafer the range is 128.3 to 168.9 GPa, a factor of 1.32. In a \((111)\) wafer the modulus is 168.9 GPa at every in-plane angle.

The shear is noticeable as well. In the \((001)\) plane \(d(1/E)/d\phi=-J\sin4\phi\), so \(\varepsilon_{nt}/\sigma=-J/4\) at \(22.5^\circ\) from \([100]\). Divided by \(1/E\) in that direction, this is a tensor shear strain of \(-0.137\) times the axial strain. The minus sign means that the angle between \(\mathbf n\) and \(\mathbf t\) opens.

**Q.** Show me the opposite case too, or I shall suspect that the body diagonal always wins.

**A.** Keep \(C_{11}\) and \(C_{12}\), and lower \(C_{44}\) to 30 GPa. This is a model crystal, not silicon. Now \(A=0.60\) and \(J\) is negative. The cube-axis modulus stays at 128.3 GPa, because \(C_{44}\) does not enter it. The body-diagonal modulus falls to 81.7 GPa and becomes the minimum. At \(C_{44}=50\) GPa, \(A=1\) and the direction dependence vanishes.

**Q.** Where does the stress come from in a device that nobody pulls?

**A.** One source is unequal thermal contraction. Cut three narrow strips along \([001]\), \([110]\) and \([111]\) from one \((1\bar10)\) wafer, whose plane contains all three directions. Fix the ends of each to a thick frame of silica glass, free of stress when hot, and cool everything by 100 K. Let the strip contract more than the frame by 2.5 ppm/K, a rough average for this pair somewhat above room temperature. The expansion of silicon grows with temperature, so the mismatch is nearer 1.5 ppm/K between 200 and 300 K and about 3 ppm/K between 500 and 600 K. The frame prevents the extra contraction, so each strip is stretched by
\[
\varepsilon=2.5\times10^{-6}\times100=2.5\times10^{-4}.
\]
The expansion of a cubic crystal is isotropic, so this strain is the same for all three strips. The stresses \(\sigma=E\varepsilon\) are

- \([001]\): \(128.3\ \text{GPa}\times2.5\times10^{-4}=32.1\) MPa
- \([110]\): \(168.9\ \text{GPa}\times2.5\times10^{-4}=42.2\) MPa
- \([111]\): \(188.8\ \text{GPa}\times2.5\times10^{-4}=47.2\) MPa

All are tensile, so the strips do not buckle. At this fixed strain the stiffest direction carries the most stress. At a fixed force and cross-section the stresses would be equal, and the softest direction would stretch most.

**Q.** A real strip is not an ideal tensile specimen. What if it is wide?

**A.** Then its width can be held as well, and a stress \(\sigma_w\) arises across it. Take first the case in which only the Poisson contraction is blocked, so that the stresses together cause no width strain. Write \(s_{nn}=1/E(\mathbf n)\), \(s_{ww}=1/E(\mathbf w)\) for the width direction \(\mathbf w\), and \(s_{nw}=S_{ijkl}n_in_jw_kw_l\). Zero width strain means \(s_{nw}\sigma+s_{ww}\sigma_w=0\). Eliminating \(\sigma_w\) from the axial strain gives
\[
\varepsilon=\sigma\left(s_{nn}-\frac{s_{nw}^2}{s_{ww}}\right).
\]
At fixed \(\varepsilon\) the axial stress therefore rises by the factor \(1/[1-s_{nw}^2/(s_{nn}s_{ww})]\). For the \([001]\) strip the width lies along a face diagonal and \(s_{nw}=s_{12}\). The factor is \(1/[1-2.203^2/(7.797\times5.922)]\), a rise of about 12 %. The \([110]\) strip has the two directions exchanged and the same rise. For \([111]\) the same formula gives 3.0 %, with shear left free.

If the frame also blocks the extra thermal contraction across the width, the stresses must cause a width strain \(\varepsilon\) instead of zero: \(s_{nw}\sigma+s_{ww}\sigma_w=\varepsilon\). Together with \(s_{nn}\sigma+s_{nw}\sigma_w=\varepsilon\) this gives
\[
\sigma=\varepsilon\,\frac{s_{ww}-s_{nw}}{s_{nn}s_{ww}-s_{nw}^2},
\]
which for the \([001]\) strip is about 53 % above \(E\varepsilon\). The simple estimate \(\sigma=E\varepsilon\) therefore needs a narrow strip.

**Q.** And the frame, the cutting angle, the temperature?

**A.** Let the strip have length \(L=400\) µm and a square section of side \(w=2\) µm. Estimate the stiffness of each support as \(E_fw\), with a rough frame modulus \(E_f=70\) GPa. The mismatch displacement \(\varepsilon L\) is shared between the strip and two supports, which divides the stress by \(1+2Ew/(E_fL)\). For \([111]\) this lowers it by about 2.6 %.

A cutting error matters little because the three directions are stationary: its effect is of second order in the angle. Two degrees within the wafer plane change \(E\) by \(+0.12\) % for \([001]\) and \(+0.08\) % for \([110]\). For \([111]\) the change is \(-0.12\) % when the cut tilts towards \([001]\) and \(-0.11\) % when it tilts towards \([110]\), the small difference being a third-order term.

A stiffness change of 100 ppm/K, a generous estimate for silicon near room temperature, amounts to 1.0 % over the cooling. With a rough nonlinear coefficient of 5 per unit strain, nonlinearity changes \(E\) by about 0.1 %. The largest stress is 4.7 % of a rough fracture strength of 1000 MPa, though real strength depends on surface flaws.

**Q.** How close is all this to a real silicon part?

**A.** The stiffnesses are close to those of silicon near room temperature, whose Young's modulus runs from roughly 130 to 190 GPa. The stresses are less certain. They scale with the assumed mismatch and temperature change, and bonding or deposition can leave a strain before cooling starts. An initial tensile strain of \(1\times10^{-4}\) would add \(188.8\ \text{GPa}\times10^{-4}\), about 19 MPa, to the \([111]\) strip. That is 40 % of the mismatch stress, far more than the corrections estimated above for a narrow strip. The direction formula also presumes a single crystal: in a polycrystalline film the grains have different orientations, and the film's modulus is some average that depends on its texture.

Numbers in the example were calculated in double precision.
